# A Straight Schottky Plot Does Not Prove Schottky Emission

A leakage current has been measured through a low-k interlayer film, and two decisions depend on how it is read. If the electrode limits the current, a different metal or liner may reduce it. If traps in the film limit it, that change may achieve little, and the film itself needs attention. The mechanism also fixes the law used to extrapolate the current to the operating field. One aid is the Schottky plot, $\ln(J/T^2)$ against $\sqrt E$, where $J$ is the current density, $T$ the temperature and $E$ the applied field.

The belief at issue is that a straight line on this plot establishes Schottky emission. It has a sound origin: ideal Schottky emission does give a straight line, and a correlation coefficient near one looks like strong evidence. But the theory predicts the slope as well as the straightness, and the slope contains a material property that can be checked.

## What the ideal law predicts

Consider a planar metal electrode and electrons that cross the barrier without scattering. Tunnelling is neglected, so only electrons with enough energy to pass over the top are counted. Let $w_x$ and $w_\perp$ be the electron energies associated with motion normal and parallel to the electrode, with their sum measured from the Fermi level. For a parabolic band of mass $m_e$, the current over a barrier of height $W$ is an integral of velocity times occupation over momentum. Since $v_x\,dp_x=dw_x$ and $dp_y\,dp_z\to2\pi m_e\,dw_\perp$, the factor $2/h^3$ for the density of states including spin gives

$$J=\frac{4\pi q m_e}{h^3}\int_W^\infty dw_x\int_0^\infty dw_\perp\,
\frac{1}{e^{(w_x+w_\perp)/kT}+1}.$$

Here $q>0$ is the elementary charge. For $W\gg kT$ the 1 in the denominator is negligible. The two exponential integrals give $kT e^{-W/kT}$ and $kT$, so

$$J=AT^2e^{-W/kT},\qquad A=\frac{4\pi q m_e k^2}{h^3}.$$

The barrier $W$ depends on the field. An electron at distance $x$ from the metal is attracted by its image, which lies a distance $2x$ away. In a medium of relative permittivity $\epsilon$, the work needed to remove it from $x$ to infinity is

$$\int_x^\infty\frac{q^2}{4\pi\epsilon_0\epsilon(2x')^2}dx'
=\frac{q^2}{16\pi\epsilon_0\epsilon x}.$$

With zero-field barrier $\phi$ and a field that pulls electrons into the film, the potential energy is

$$U(x)=\phi-qEx-\frac{q^2}{16\pi\epsilon_0\epsilon x}.$$

Its maximum satisfies $-qE+q^2/(16\pi\epsilon_0\epsilon x^2)=0$, hence

$$x_m=\sqrt{\frac{q}{16\pi\epsilon_0\epsilon E}}.$$

At $x_m$ the two negative terms are equal. The barrier is therefore lowered by

$$2qEx_m=\beta s,\qquad s=\sqrt E,\qquad
\beta=\sqrt{\frac{q^3}{4\pi\epsilon_0\epsilon}}.$$

Setting $W=\phi-\beta s$ gives

$$\ln\frac{J}{T^2}=\ln A-\frac{\phi}{kT}+bs,\qquad b=\frac{\beta}{kT}.$$

If the measured slope is $m$, equating it to $b$ and squaring gives the apparent permittivity

$$\epsilon_{\rm app}=\frac{q^3}{4\pi\epsilon_0(kTm)^2}.$$

The ideal interpretation requires this number to be a credible permittivity of the film.

## Which permittivity is credible

The relevant permittivity is dynamic, because the image attraction acts while the electron crosses the barrier region. Take a model film with refractive index squared $n^2=2.0$, static permittivity 2.5 and temperature 400 K, so that $kT=0.03447$ eV. With $\epsilon=n^2$, the barrier maximum at 1 MV/cm lies 1.34 nm from the metal. At a chosen speed of $10^5$ m/s the electron covers this distance in 13 fs, while a chosen lattice vibration of 1000 cm$^{-1}$ has a period of 33 fs.

At this speed the lattice has less than half a period in which to respond, but the two times are not widely separated. A faster electron leaves it less time. If only the electronic polarization follows the carrier, the value is $n^2$; if the lattice also follows fully, it is the static permittivity. The interval between them is used below as a working criterion, not as a strict bound. A vibration driven on a time comparable with its period can overshoot, and a full treatment would use the frequency-dependent response. A value below 1 is a more serious failure: in this picture it would require the film's polarization to strengthen the image attraction instead of screening it.

Since $m\propto\epsilon^{-1/2}$, these permittivities translate into slopes. At 400 K, a permittivity of 1 corresponds to 11.01 (MV/cm)$^{-1/2}$, the value $n^2=2.0$ to 7.78, and the static value 2.5 to 6.96. All slopes below are in this unit. The apparent permittivity is then quickly found from

$$\epsilon_{\rm app}=\left(\frac{11.01}{m}\right)^2.$$

For currents generated from the ideal law with $\phi=1.2$ eV, over 0.5 to 2 MV/cm, the fitted slope is 7.78 and the formula returns 2.00. At 1 MV/cm the barrier lowering is 0.268 eV and the current density is $3.5\times10^{-5}$ A/cm$^2$, using the free-electron mass and neglecting tunnelling, which would add to it.

## Why straightness says so little

Let $y(s)$ be the logarithm of any smooth current, sampled evenly in $s$ over a window of half-width $h$. Write $x=s-s_0$ for the distance from the window's centre. In the limit of dense sampling, the least-squares slope is

$$m=\frac{\int_{-h}^{h}x\,y\,dx}{\int_{-h}^{h}x^2dx}
=\frac{3}{2h^3}\int_{-h}^{h}x\,y\,dx.$$

Now use $x=-\frac12\,d(h^2-x^2)/dx$ and integrate by parts. The boundary term vanishes because $h^2-x^2=0$ at both ends, leaving

$$m=\int_{-h}^{h}\frac{3(h^2-x^2)}{4h^3}\frac{dy}{dx}\,dx.$$

The weight is nonnegative and integrates to one. The fit thus reports an average of the local slope, whatever mechanism produced it.

To see how much curvature the correlation coefficient tolerates, take $y=y_0+mx+cx^2/2$. The local slope is $m+cx$, which changes by $2ch$ across the window. Define the fractional change $\delta=2ch/m$. The variance of the linear term is $m^2h^2/3$, and that of the quadratic term is

$$\frac{c^2}{4}\left(\frac{h^4}{5}-\frac{h^4}{9}\right)
=\frac{c^2h^4}{45}=\frac{\delta^2m^2h^2}{180}.$$

The two terms are uncorrelated because one is odd and the other even. The fraction of the variance that the line leaves unexplained is therefore

$$1-R^2=\frac{\delta^2/180}{1/3+\delta^2/180}
=\frac{\delta^2}{60+\delta^2}.$$

The factor 60 explains the temptation. Even if the local slope changes by 62% of its fitted value, the estimate is $0.62^2/(60+0.62^2)=0.0064$, or $R^2\approx0.994$. A value of $R^2$ that looks excellent can hide a large change of slope.

## A bulk current that passes for Schottky emission

Suppose instead that electrons escape from traps which are positively charged when empty. This is the Poole-Frenkel case. The escaping electron is attracted by a fixed charge at distance $x$, so its energy is $-q^2/(4\pi\epsilon_0\epsilon x)$, four times the image energy at the same distance. The lowering found above varies as the square root of the Coulomb strength, so for escape along the field it becomes $2\beta s$. Escape in other directions, where the barrier is lowered less, is left out of this model.

The current also depends on the number of free electrons. Let $N_d$ be the density of traps, $N_a$ the density of compensating acceptors and $n_f$ the density of free electrons. There are $N_d-N_a-n_f$ occupied traps and $N_a+n_f$ empty ones. Steady emission and capture balance when

$$N_c e^{-(\phi_t-2\beta s)/kT}(N_d-N_a-n_f)=n_f(N_a+n_f),$$

where $N_c$ is the effective density of band states and $\phi_t$ the trap depth. The common capture coefficient has cancelled. With appreciable compensation and few free electrons, $n_f$ can be neglected beside $N_a$ and $N_d-N_a$. Then

$$n_f\simeq N_c\frac{N_d-N_a}{N_a}e^{-(\phi_t-2\beta s)/kT}.$$

For a field-independent mobility $\mu$, the drift current $J=q\mu n_fE$ gives

$$\ln J=\text{constant}+2\ln s+2bs,\qquad
\frac{d\ln J}{ds}=2b+\frac2s.$$

At fixed temperature, dividing $J$ by $T^2$ shifts the plot without changing its slope. Every local slope exceeds $2b$, and so does the fitted slope. This remains true for unevenly spaced data, because an unweighted least-squares slope can be written as

$$m=\frac{\sum_{i<j}(s_i-s_j)(y_i-y_j)}{\sum_{i<j}(s_i-s_j)^2}.$$

To verify this, expand the products: the numerator is $N\sum_i(s_i-\bar s)y_i$ and the denominator is $N\sum_i(s_i-\bar s)^2$, for $N$ points with mean $\bar s$. The slope is thus an average of the secant slopes $(y_i-y_j)/(s_i-s_j)$ with positive weights $(s_i-s_j)^2$. Each secant slope exceeds $2b$, hence

$$\epsilon_{\rm app}=\epsilon\left(\frac bm\right)^2<\frac{\epsilon}{4}.$$

This bound holds for noise-free data in the compensated, dilute regime. For a film with $\epsilon<4$, which includes typical low-k films, the Schottky reading then gives a permittivity below that of vacuum.

In the model film, with a trap depth of 1.2 eV, the fitted slope is 17.50 and $R^2=0.9999$. By straightness alone the identification would look secure. The slope says otherwise:

$$\epsilon_{\rm app}=\left(\frac{11.01}{17.50}\right)^2=0.40.$$

Plotting $\ln(J/E)$ and using the Poole-Frenkel coefficient $2\beta$ recovers 2.00. The data were linear on the Schottky plot because $2\ln s$ varies slowly beside $2bs$, not because the electrode controlled the current.

## Rejection has a limited meaning

An implausible permittivity rejects the ideal law combined with the assumed field. It does not exclude every current limited by the electrode. Tunnelling just below the barrier top, neglected in the ideal law, is one reason: its share grows as the field thins the barrier, which steepens the plot and lowers the apparent permittivity. At the fields used here it can bring the apparent permittivity of planar emission below $n^2$, and for a small effective mass even below 1. A low value therefore does not by itself show that the film limits the current. Two further cases can be worked out simply.

First, let the field at the emitting surface be $\gamma E$, where $E$ is the applied voltage divided by the film thickness and $\gamma$ is constant. The lowering becomes $\beta\sqrt{\gamma E}$, so $m=\sqrt\gamma\,b$ and

$$\epsilon_{\rm app}=\frac{\epsilon}{\gamma}.$$

For $\gamma=1.5$ the model gives 1.33 instead of 2.00, and the line remains straight. An overestimated thickness has the same effect, with $\gamma$ equal to the assumed thickness divided by the true one.

Second, electrons may scatter so often near the metal that they diffuse across the image barrier. Let $V(x)=U(x)-\phi$. With the Einstein relation $D=\mu kT/q$, the electron flux into the film is

$$\Gamma=-\frac{\mu}{q}\left(n_f\frac{dV}{dx}+kT\frac{dn_f}{dx}\right)
=-\frac{\mu kT}{q}e^{-V/kT}\frac{d}{dx}\left(n_fe^{V/kT}\right).$$

Multiply by $e^{V/kT}$ and integrate through the film at constant $\Gamma$. Equilibrium with the metal fixes $n_fe^{V/kT}=N_ce^{-\phi/kT}$ at the electrode. Far inside, this product is negligible because $V$ is large and negative. Therefore

$$J=q\Gamma=\frac{\mu kTN_c e^{-\phi/kT}}{\int_0^\infty e^{V/kT}dx}.$$

Substitute $x=x_me^t$. At $x_m$ each of the two terms in $V$ equals $-\beta s/2$, so $V/kT=-z\cosh t$ with $z=bs$. The integral becomes

$$x_m\int_{-\infty}^{\infty}e^t e^{-z\cosh t}dt
=2x_m\int_0^\infty\cosh t\,e^{-z\cosh t}dt=2x_mK_1(z),$$

where $K_1$ is a modified Bessel function. For $z\gg1$, $K_1(z)\simeq\sqrt{\pi/(2z)}\,e^{-z}$. Since $x_m\propto s^{-1}$, the current varies as

$$J\propto s\,s^{1/2}e^{bs}=E^{3/4}e^{bs},\qquad
\frac{d\ln J}{ds}\simeq b+\frac{3}{2s}.$$

This current is controlled by the electrode barrier, yet its Schottky plot has slope 9.27 and gives $\epsilon_{\rm app}=1.41$, with $R^2=0.9998$. Plotting $\ln(J/E^{3/4})$ gives 1.98; the small remaining difference from 2.00 reflects the large-$z$ approximation. The derivation needs a mean free path short compared with the distance over which the barrier changes by about $kT$. With the barrier maximum near 1.3 nm, that continuum picture is itself a demanding assumption.

## A plausible permittivity is not proof either

Consider hopping between sites a distance $a$ apart along the field. The field lowers the barrier for a forward hop by $qaE/2$ and raises it equally for a backward hop. If the site populations do not depend on the field, the net current is

$$J\propto e^{qaE/2kT}-e^{-qaE/2kT}\propto\sinh(gs^2),\qquad
g=\frac{qa}{2kT}.$$

Its local slope is $2gs\coth(gs^2)$, which approaches $2gs$ once $gs^2\gg1$. No image charge appears. At low field the local slope falls as $2/s$, but it grows with field once $gs^2$ exceeds about 1.1, which holds throughout the window used here. Yet for $a=2.4$ nm, a value chosen to expose the ambiguity, the fitted slope is 7.41, with $R^2=0.993$ and

$$\epsilon_{\rm app}=\left(\frac{11.01}{7.41}\right)^2=2.21.$$

This lies inside the interval from 2.0 to 2.5. The current passes both a check by correlation coefficient and the permittivity check, although it is not Schottky emission. A plot of the residuals would show its curvature: they are positive at both ends of the window and negative in the middle.

Splitting the window exposes it. The lower half in $\sqrt E$ gives 3.12 and the upper half gives 1.63, whereas the ideal law gives 2.00 in both. Such a split rejects the ideal law, not the electrode: tunnelling through the top of the barrier also steepens the plot at high field and makes the upper half give the smaller value. The local slope changes by 62% of the fitted slope, the case used above to illustrate the $R^2$ estimate. The actual $1-R^2$ is 0.0072, compared with the estimated 0.0064. The estimate keeps one quadratic term and assumes continuous sampling, so agreement to about 11% of the actual value is adequate here.

Equal values in the two halves do not confirm the assumed field: emission with the enhanced field gives 1.33 in both. Nor can a better choice of ordinate settle the matter. In the Poole-Frenkel balance without compensation, $N_a=0$ and $n_f\ll N_d$, so

$$n_f^2\simeq N_cN_de^{-(\phi_t-2\beta s)/kT},\qquad
n_f\simeq\sqrt{N_cN_d}\,e^{-(\phi_t-2\beta s)/2kT}.$$

The square root halves the exponent, and $J\propto Ee^{bs}$. Its local slope is $b+2/s$. The ordinary Schottky plot gives 1.28, above vacuum but below $n^2$. Plotting $\ln(J/E)$ gives 2.00 with the Schottky coefficient, although the current is limited by bulk traps. The exponent $bs$ is therefore not a signature of the electrode.

## Using the slope in the decision

The permittivity check must allow for measurement error. From $\epsilon_{\rm app}\propto m^{-2}$, a small relative error in slope doubles in the permittivity, with opposite sign. Reading the ideal slope 5% too high changes 2.00 to $2.00/1.05^2=1.81$, already below $n^2$. In this example the whole interval from $n^2$ to the static permittivity spans slopes from 6.96 to 7.78, a width of about 11% of the larger value. A modest miss should therefore prompt a check of thickness, temperature and fitting error before the mechanism is rejected. A value of 0.40 is a different matter: correcting it to 2.00 would require the slope to be wrong by a factor of $\sqrt{2.00/0.40}\approx2.2$. It lies beyond measurement error, but it still does not name the mechanism: for a small effective mass, tunnelling from the electrode can give a value this low, with a more strongly curved plot.

The base of the logarithm also matters. The formula uses natural logarithms. A slope read from a base-10 plot must first be multiplied by $\ln10$. For the ideal data that slope is 3.38 decades per (MV/cm)$^{1/2}$, and using it uncorrected gives a false permittivity of 10.6.

If the slope is credible and stable across the field range, Schottky emission remains a candidate. The next experiment should change something the candidates treat differently. In the emission law, raising the electrode barrier by $\Delta\phi$ at fixed field multiplies the current by $e^{-\Delta\phi/kT}$. At 400 K, an increase of 0.1 eV would reduce it by a factor of $e^{0.1/0.03447}\approx18$. The factor is smaller if tunnelling from near the Fermi level carries much of the current, as it can at high field for a small effective mass. A bulk-limited current has no such factor, provided that the new contact still supplies enough carriers and leaves the film unchanged. Thickness is less selective: at the same uniform field, both ideal emission and the Poole-Frenkel current above are independent of thickness.

The straight line thus justifies calculating a permittivity, not naming a mechanism. An incredible value rules out the ideal reading with the assumed field. A credible one permits that reading, and the choice between changing the electrode and changing the film still needs evidence that separates the two. The values for all six model currents are collected in the numerical output.

## Computed values

```
Dynamic permittivity n^2: 2.00; static k: 2.50
Temperature: 400 K; kT: 0.03447 eV
Electrode barrier: 1.20 eV; trap depth: 1.20 eV
Field range: 0.50 to 2.00 MV/cm, 41 points evenly spaced in sqrt(E)
sqrt(E) range: 0.7071 to 1.4142 (MV/cm)^0.5
Schottky coefficient beta: 0.26832 eV/(MV/cm)^0.5
Predicted Schottky slope b: 7.7845 (MV/cm)^-0.5
Slope for permittivity of vacuum: 11.0089 (MV/cm)^-0.5
Slope for permittivity of n^2: 7.7845 (MV/cm)^-0.5
Slope for permittivity of static k: 6.9626 (MV/cm)^-0.5
Barrier lowering at 1 MV/cm: 0.2683 eV
Barrier maximum at 1 MV/cm: 1.342 nm from electrode
Chosen speed: 1.0e+05 m/s; transit time: 13.4 fs
Chosen vibration: 1000 cm^-1; period: 33.4 fs
Richardson constant, free mass: 120.17 A/(cm^2 K^2)
Thermionic current at 1 MV/cm: 3.510e-05 A/cm^2
Hop distance: 2.40 nm; field enhancement: 1.50
Trap model: band states/traps 10.0, compensation 0.50
thermionic Schottky: slope 7.7845 (MV/cm)^-0.5, R^2 1.000000
  eps_app: full 2.0000, lower half 2.0000, upper half 2.0000
compensated Poole-Frenkel: slope 17.5008 (MV/cm)^-0.5, R^2 0.999898
  eps_app: full 0.3957, lower half 0.3803, upper half 0.4100
uncompensated Poole-Frenkel: slope 9.7137 (MV/cm)^-0.5, R^2 0.999665
  eps_app: full 1.2845, lower half 1.1959, upper half 1.3711
diffusive Schottky: slope 9.2743 (MV/cm)^-0.5, R^2 0.999774
  eps_app: full 1.4090, lower half 1.3283, upper half 1.4860
hopping: slope 7.4123 (MV/cm)^-0.5, R^2 0.992828
  eps_app: full 2.2059, lower half 3.1229, upper half 1.6323
Schottky, enhanced field: slope 9.5340 (MV/cm)^-0.5, R^2 1.000000
  eps_app: full 1.3333, lower half 1.3333, upper half 1.3333
compensated Poole-Frenkel: fractional local-slope change -0.0808
  1-R^2: fitted 1.015e-04, estimated 1.088e-04
hopping: fractional local-slope change 0.6221
  1-R^2: fitted 7.172e-03, estimated 6.408e-03
Compensated PF, ln(J/E) with PF coefficient: eps 2.0000
Uncompensated PF, ln(J/E), exponent b*s: eps 2.0014
Diffusive Schottky, ln(J/E^0.75): eps 1.9791
Ideal log10 slope: 3.3807 decades/(MV/cm)^0.5
eps if log10 slope is mistaken for ln: 10.604
eps if ideal slope is read 5% high: 1.8141
```
